# Skin depth of an inductive plasma far below its plasma frequency: test program

```python
"""
Result under test: a cold collisionless plasma driven at angular frequency w
far below the plasma frequency wp screens a transverse field over c/wp,
about 1.7 cm at an electron density of 1e17 per cubic metre.

Symbols: delta0 = c/wp; W = w/wp; r = nu/w (nu: electron-neutral collision
rate); s = vT/(w*delta0), with vT = sqrt(kTe/m). A depth is the distance over
which the field amplitude falls by a factor e. Dimensionless lengths are in
units of delta0. Time dependence is exp(-i w t).
"""
import numpy as np
from scipy import constants as C
from scipy.integrate import trapezoid
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh_tridiagonal
from scipy.special import jn_zeros, wofz


def cold_root(W, r):
    """Complex decay constant of the cold plasma, times delta0."""
    return np.sqrt(1 / (1 + 1j * r) - W**2 + 0j)


def cold_depth(W, r):
    return 1 / cold_root(W, r).real


def low_frequency_depth(r):
    return (1 + r*r)**0.25 / np.cos(0.5 * np.arctan(r))


def time_domain(W, r):
    """Leapfrog Maxwell and Newton equations with c = wp = 1."""
    dx, cells, periods, ramp_periods = 0.05, 300, 12, 6
    period = 2 * np.pi / W
    per = int(np.ceil(period / (0.5 * dx)))
    dt = period / per
    nu = r * W
    E, J, B = np.zeros(cells + 1), np.zeros(cells + 1), np.zeros(cells)
    amp_E, amp_B = np.zeros(cells + 1, complex), np.zeros(cells, complex)
    for n in range(periods * per):
        J = ((1 - nu*dt/2) * J + dt * E) / (1 + nu*dt/2)
        B -= dt / dx * np.diff(E)
        if n >= (periods - 1) * per:
            amp_B += B * np.exp(1j * W * (n + 0.5) * dt)
        E[1:-1] -= dt / dx * np.diff(B) + dt * J[1:-1]
        t = (n + 1) * dt
        ramp = np.sin(0.5*np.pi*min(1, t/(ramp_periods*period)))**2
        E[0] = ramp * np.sin(W * t)
        if n >= (periods - 1) * per:
            amp_E += E * np.exp(1j * W * t)
    i, j = round(1 / dx), round(3 / dx)
    depth = 2 / np.log(abs(amp_E[i] / amp_E[j]))
    return depth, abs(amp_B[0] / amp_E[0]), dx


# Warm electrons, specular reflection: field on a table of distances.
dq, dx_table = 0.01, 0.05
q = (np.arange(10000) + 0.5) * dq
x_table = np.arange(601) * dx_table
cosines = np.cos(np.outer(x_table, q))


def warm_profile(W, r, s):
    """Field for unit inward slope -E'(0), cold part done analytically."""
    a = cold_root(W, r)
    scale = np.sqrt(2) * q * s
    Z = 1j * np.sqrt(np.pi) * wofz((1 + 1j * r) / scale)
    D = q**2 - W**2 - Z / scale
    difference = 1 / D - 1 / (q**2 + a**2)
    return (np.exp(-a * x_table) / a
            + 2 / np.pi * dq * (cosines @ difference))


def e_fold(field):
    logs = np.log(np.abs(field / field[0]))
    i = int(np.argmax(logs < -1))
    assert i > 0
    return x_table[i-1] + dx_table*(logs[i-1] + 1)/(logs[i-1] - logs[i])


# Test: full time-domain dynamics against the frequency-domain depth.
td_free, td_ratio, td_dx = time_domain(0.2, 0.0)
td_coll, _, _ = time_domain(0.2, 0.5)
free_formula, coll_formula = cold_depth(0.2, 0.0), cold_depth(0.2, 0.5)
assert abs(td_free / free_formula - 1) < 2e-3
assert abs(free_formula - 1 / np.sqrt(1 - 0.2**2)) < 1e-12
assert abs(td_coll / coll_formula - 1) < 2e-3
# The first magnetic grid point lies half a cell inside the plasma.
B_expected = np.exp(-td_dx / (2*free_formula)) / (0.2*free_formula)
assert abs(td_ratio / B_expected - 1) < 5e-3

# Test: low-frequency collisional form and its leading correction.
for r_test in (0.1, 1.0, 5.0):
    assert abs(low_frequency_depth(r_test)
               / cold_depth(1e-4, r_test) - 1) < 1e-6
assert abs((cold_depth(0, 0.03) - 1) / 0.03**2 - 3 / 8) < 2e-3
assert abs((cold_depth(0.03, 0) - 1) / 0.03**2 - 1 / 2) < 2e-3

# Test: warm field inserted in the real-space equation. The current is a
# sum over past trajectories, folded back at the reflecting surface.
W_test, r_test, s_test = 0.03, 0.3, 0.5
field = warm_profile(W_test, r_test, s_test)
spline = CubicSpline(x_table, field)
theta = np.linspace(0, 60, 3001)
memory = np.exp((1j - r_test) * theta)
speeds = np.linspace(-6, 6, 601)
response = []
for u in speeds:
    past = np.minimum(np.abs(1.0 - s_test*u*theta), x_table[-1])
    response.append(trapezoid(spline(past) * memory, theta))
maxwellian = np.exp(-speeds**2 / 2) / np.sqrt(2 * np.pi)
current = trapezoid(maxwellian * np.array(response), speeds)
i = round(1 / dx_table)
second = (-field[i-2] + 16*field[i-1] - 30*field[i]
          + 16*field[i+1] - field[i+2]) / (12 * dx_table**2)
residual = abs(second + W_test**2*field[i] + 1j*current) / abs(second)
assert residual < 3e-3
# Slow electrons must recover the cold depth.
assert abs(e_fold(warm_profile(0.03, 0.3, 0.02))
           / cold_depth(0.03, 0.3) - 1) < 3e-3

# Test: lowest azimuthal-field mode inside a conducting cylinder.
N = 500
rho = np.arange(1, N) / N
diagonal = 2 * N**2 + 1 / rho**2
off = -N**2 * (rho[:-1] + 0.5/N) / np.sqrt(rho[:-1] * rho[1:])
radial = eigh_tridiagonal(diagonal, off, select='i',
                          select_range=(0, 0), eigvals_only=True)[0]
j11 = jn_zeros(1, 1)[0]
assert abs(radial / j11**2 - 1) < 2e-3

# Worked example: rough typical inputs for a low-pressure argon source.
density, Te_eV, freq = 1e17, 3.0, 13.56e6
pressure_mTorr, gas_K, rate_coefficient = 5.0, 400.0, 1e-13
radius_cm, surface_field, ion_mass_u = 15.0, 100.0, 39.95

wp = np.sqrt(density * C.e**2 / (C.epsilon_0 * C.m_e))
delta_cm = 100 * C.c / wp
bohr = C.physical_constants['Bohr radius'][0]
n_au = density * bohr**3
wp_au = np.sqrt(4 * np.pi * n_au)
delta_au = 1 / (C.alpha * wp_au)
assert abs(delta_au * bohr * 100 / delta_cm - 1) < 1e-7
assert round(delta_cm, 1) == 1.7
vT = np.sqrt(Te_eV * C.e / C.m_e)


def parameters(f, p_mTorr):
    w = 2 * np.pi * f
    gas = p_mTorr * 1e-3 * C.torr / (C.k * gas_K)
    nu = gas * rate_coefficient
    return w / wp, nu / w, vT / (w * delta_cm / 100), nu


W, r, s, nu = parameters(freq, pressure_mTorr)
omega = 2 * np.pi * freq
cold_cm = delta_cm * cold_depth(W, r)
warm_field = warm_profile(W, r, s)
warm_cm = delta_cm * e_fold(warm_field)
radius_depth = 1 / np.sqrt(1/delta_cm**2 + (j11/radius_cm)**2)
ion_shift = 1 / np.sqrt(1 + C.m_e/(ion_mass_u*C.atomic_mass)) - 1
B_surface = surface_field / (omega * delta_cm / 100)
cyclotron_ratio = C.e * B_surface / (C.m_e * omega)

print(f"Electron density: {density:.1e} m^-3")
print(f"Electron density in atomic units: {n_au:.4e} bohr^-3")
print(f"Electron temperature: {Te_eV:.1f} eV")
print(f"Drive frequency: {freq/1e6:.2f} MHz")
print(f"Gas pressure: {pressure_mTorr:.1f} mTorr")
print(f"Gas temperature: {gas_K:.0f} K")
print(f"Rate coefficient: {rate_coefficient:.1e} m^3/s")
print(f"Plasma angular frequency: {wp:.4e} rad/s")
print(f"Plasma frequency in atomic units: {wp_au:.4e} a.u.")
print(f"Drive angular frequency: {omega:.4e} rad/s")
print(f"Drive/plasma frequency ratio: {W:.5f} (no unit)")
print(f"Skin depth c/wp in atomic units: {delta_au:.4e} bohr")
print(f"Skin depth c/wp: {delta_cm:.3f} cm")
print(f"Skin depth c/wp converted: {delta_cm*1e8:.3e} angstrom")
print(f"Finite-frequency shift: {100*(cold_depth(W,0)-1):.5f} %")
print(f"Collision rate: {nu:.3e} s^-1")
print(f"Collision/drive ratio r: {r:.4f} (no unit)")
print(f"Cold depth with collisions: {cold_cm:.3f} cm")
print(f"Collision shift: {100*(cold_cm/delta_cm-1):.2f} %")
print(f"Thermal speed vT: {vT:.3e} m/s")
print(f"Thermal ratio vT/(w delta0): {s:.3f} (no unit)")
print(f"Warm 1/e depth with collisions: {warm_cm:.3f} cm")
print(f"Warm shift from c/wp: {100*(warm_cm/delta_cm-1):.1f} %")
print(f"Chamber radius: {radius_cm:.1f} cm")
print(f"Cold depth, lowest radial mode: {radius_depth:.3f} cm")
print(f"Radius shift: {100*(radius_depth/delta_cm-1):.1f} %")
print(f"Ion-motion shift: {100*ion_shift:.5f} %")
print(f"Depth at half density: {delta_cm*np.sqrt(2):.3f} cm")
print(f"Surface electric field: {surface_field/100:.1f} V/cm")
print(f"Surface magnetic field: {B_surface*1e4:.3f} gauss")
print(f"Cyclotron/drive ratio: {cyclotron_ratio:.3f} (no unit)")
for f, p in ((freq, 20.0), (freq, 80.0), (2e6, 5.0)):
    Wi, ri, si, _ = parameters(f, p)
    ci = delta_cm * cold_depth(Wi, ri)
    hi = delta_cm * e_fold(warm_profile(Wi, ri, si))
    print(f"At {f/1e6:.2f} MHz, {p:.0f} mTorr: r={ri:.3f}, s={si:.3f}, "
          f"cold {ci:.3f} cm, warm {hi:.3f} cm")
print(f"Test depth, no collisions, simulated: {td_free:.4f} c/wp")
print(f"Test depth, no collisions, formula: {free_formula:.4f} c/wp")
print(f"Test depth, r=0.5, simulated: {td_coll:.4f} c/wp")
print(f"Test depth, r=0.5, formula: {coll_formula:.4f} c/wp")
print(f"Warm-field equation residual: {residual:.1e} (relative)")
print("verified")
```

Printed output:

```
Electron density: 1.0e+17 m^-3
Electron density in atomic units: 1.4818e-14 bohr^-3
Electron temperature: 3.0 eV
Drive frequency: 13.56 MHz
Gas pressure: 5.0 mTorr
Gas temperature: 400 K
Rate coefficient: 1.0e-13 m^3/s
Plasma angular frequency: 1.7840e+10 rad/s
Plasma frequency in atomic units: 4.3153e-07 a.u.
Drive angular frequency: 8.5200e+07 rad/s
Drive/plasma frequency ratio: 0.00478 (no unit)
Skin depth c/wp in atomic units: 3.1756e+08 bohr
Skin depth c/wp: 1.680 cm
Skin depth c/wp converted: 1.680e+08 angstrom
Finite-frequency shift: 0.00114 %
Collision rate: 1.207e+07 s^-1
Collision/drive ratio r: 0.1417 (no unit)
Cold depth with collisions: 1.693 cm
Collision shift: 0.75 %
Thermal speed vT: 7.264e+05 m/s
Thermal ratio vT/(w delta0): 0.507 (no unit)
Warm 1/e depth with collisions: 1.591 cm
Warm shift from c/wp: -5.3 %
Chamber radius: 15.0 cm
Cold depth, lowest radial mode: 1.544 cm
Radius shift: -8.1 %
Ion-motion shift: -0.00069 %
Depth at half density: 2.377 cm
Surface electric field: 1.0 V/cm
Surface magnetic field: 0.698 gauss
Cyclotron/drive ratio: 0.144 (no unit)
At 13.56 MHz, 20 mTorr: r=0.567, s=0.507, cold 1.863 cm, warm 1.798 cm
At 13.56 MHz, 80 mTorr: r=2.267, s=0.507, cold 3.158 cm, warm 3.148 cm
At 2.00 MHz, 5 mTorr: r=0.961, s=3.440, cold 2.133 cm, warm 2.378 cm
Test depth, no collisions, simulated: 1.0207 c/wp
Test depth, no collisions, formula: 1.0206 c/wp
Test depth, r=0.5, simulated: 1.1116 c/wp
Test depth, r=0.5, formula: 1.1115 c/wp
Warm-field equation residual: 3.3e-05 (relative)
verified
```
